# Choosing the Right Root of the Matthews-Blakeslee Equation for 60-Degree Dislocations: a numerical check

```python
"""Equilibrium critical thickness of one uncapped strained layer.

Result under test: h = A*(ln(h/b) + 1), larger root, with
A = b*(1 - nu*cos(alpha)^2) / (8*pi*(1 + nu)*f*cos(lambda)).
h: film thickness; b: Burgers vector length; f: misfit strain magnitude;
nu: Poisson ratio; alpha: angle between Burgers vector and misfit line;
lambda: angle between Burgers vector and in-interface normal to the line.
Lengths are in nm. The shear modulus G is the unit of stress, so G = 1.
The constant 1 beside the logarithm is a core-energy convention.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

f = 0.0084
b = 0.384
nu = 0.28

# Crystal geometry: misfit line, interface normal and Burgers vector.
line = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
across = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
normal = np.array([0.0, 0.0, 1.0])
burgers = b * np.array([1.0, 0.0, 1.0]) / np.sqrt(2)
b_screw = burgers @ line
b_across = burgers @ across
b_normal = burgers @ normal
cos_alpha = b_screw / b
cos_lambda = b_across / b
glide_normal = np.cross(line, burgers)
assert np.allclose(np.abs(glide_normal / glide_normal[0]), 1.0)
assert np.isclose(np.degrees(np.arccos(cos_alpha)), 60.0)

# Film stress from the full stiffness matrix with a free normal strain.
lame = 2 * nu / (1 - 2 * nu)
stiffness = lame * np.ones((3, 3)) + 2 * np.eye(3)
film_stiffness = (stiffness[:2, :2]
                  - np.outer(stiffness[:2, 2], stiffness[2, :2])
                  / stiffness[2, 2])
stress_numeric = (film_stiffness @ np.array([f, f]))[0]
stress_formula = 2 * (1 + nu) * f / (1 - nu)
assert np.isclose(stress_numeric, stress_formula, rtol=1e-12)

# Peach-Koehler force on threads of different inclination.
stress_tensor = stress_numeric * (np.eye(3) - np.outer(normal, normal))
test_height = 7.0
for slide in (0.0, 0.7, -1.3):
    thread = test_height * (np.array([1.0, 0.0, 1.0]) + slide * line)
    assert abs(thread @ glide_normal) < 1e-12
    thread_force = abs(np.cross(stress_tensor @ burgers, thread) @ line)
    assert np.isclose(thread_force,
                      stress_formula * b * test_height * cos_lambda)


def edge_shape(x, y):
    """Infinite-solid xx, yy, xy stresses for b along x, without prefactor."""
    r4 = (x * x + y * y) ** 2
    return (-y * (3 * x * x + y * y) / r4,
            y * (x * x - y * y) / r4,
            x * (x * x - y * y) / r4)


# Check the edge field from its displacement, including Burgers closure.
x, y = sp.symbols("x y", real=True)
n = sp.symbols("n", positive=True)
r2 = x**2 + y**2
ux = (sp.atan(y / x) + x * y / (2 * (1 - n) * r2)) / (2 * sp.pi)
uy = -((1 - 2 * n) * sp.log(r2) / (4 * (1 - n))
       + (x**2 - y**2) / (4 * (1 - n) * r2)) / (2 * sp.pi)
exx, eyy = sp.diff(ux, x), sp.diff(uy, y)
exy = (sp.diff(ux, y) + sp.diff(uy, x)) / 2
trace_part = 2 * n / (1 - 2 * n) * (exx + eyy)
hooke = (trace_part + 2 * exx, trace_part + 2 * eyy, 2 * exy)
for from_displacement, shape in zip(hooke, edge_shape(x, y)):
    assert sp.simplify(from_displacement
                       - shape / (2 * sp.pi * (1 - n))) == 0
assert sp.simplify(sp.diff(hooke[0], x) + sp.diff(hooke[2], y)) == 0
assert sp.simplify(sp.diff(hooke[2], x) + sp.diff(hooke[1], y)) == 0
for displacement, expected_jump in ((ux, 1.0), (uy, 0.0)):
    gx = sp.lambdify((x, y), sp.diff(displacement, x).subs(n, nu))
    gy = sp.lambdify((x, y), sp.diff(displacement, y).subs(n, nu))
    jump = quad(lambda t: -np.sin(t) * gx(np.cos(t), np.sin(t))
                + np.cos(t) * gy(np.cos(t), np.sin(t)),
                0.1, 0.1 + 2 * np.pi)[0]
    assert abs(jump - expected_jump) < 1e-8

# Radial half-space stress: harmonic trace and balance of the surface load.
px, py = sp.symbols("px py", real=True)
radial_stress = -2 * (px * x + py * y) / (sp.pi * r2)
assert sp.simplify(sp.diff(radial_stress, x, 2)
                   + sp.diff(radial_stress, y, 2)) == 0
angle = sp.symbols("angle", real=True)
on_circle = -2 * (px * sp.cos(angle) + py * sp.sin(angle)) / sp.pi
assert sp.simplify(sp.integrate(on_circle * sp.cos(angle),
                                (angle, 0, sp.pi)) + px) == 0
assert sp.simplify(sp.integrate(on_circle * sp.sin(angle),
                                (angle, 0, sp.pi)) + py) == 0


def image_force(depth, edge_parallel, edge_normal, screw):
    """Force per line length along depth; negative means toward surface."""
    factor = 1 / (2 * np.pi * (1 - nu))

    def integrand(theta):
        s = depth * np.tan(theta)
        distance2 = s * s + depth * depth
        parallel = edge_shape(s, -depth)
        # Rotate the same edge solution for a Burgers vector along depth.
        rotated = edge_shape(-depth, -s)
        load_x = factor * (edge_parallel * parallel[2]
                           - edge_normal * rotated[2])
        load_y = factor * (edge_parallel * parallel[1]
                           + edge_normal * rotated[0])
        load_z = screw * s / (2 * np.pi * distance2)
        radial = -2 * (-s * load_x + depth * load_y)
        radial /= np.pi * distance2**2
        stress_xx = radial * s * s
        stress_xy = -radial * s * depth
        stress_xz = load_z * s / (np.pi * distance2)
        force = -(stress_xx * edge_parallel + stress_xy * edge_normal
                  + stress_xz * screw)
        return force * depth / np.cos(theta) ** 2

    return quad(integrand, -np.pi / 2, np.pi / 2,
                epsabs=1e-12, epsrel=1e-10)[0]


line_coefficient = (b**2 * (1 - nu * cos_alpha**2)
                    / (4 * np.pi * (1 - nu)))
for depth in (3.0, 11.0):
    computed = image_force(depth, b_across, b_normal, b_screw)
    assert np.isclose(computed, -line_coefficient / depth, rtol=1e-7)
    for parts, strength in (((b, 0, 0), 1 / (1 - nu)),
                            ((0, b, 0), 1 / (1 - nu)),
                            ((0, 0, b), 1.0)):
        expected = -b**2 * strength / (4 * np.pi * depth)
        assert np.isclose(image_force(depth, *parts), expected, rtol=1e-7)
coefficient_numeric = -3.0 * image_force(3.0, b_across, b_normal, b_screw)


def prefactor(misfit):
    return (b * (1 - nu * cos_alpha**2)
            / (8 * np.pi * (1 + nu) * misfit * cos_lambda))


def thickness(misfit, core_constant=1.0, branch=-1):
    length = prefactor(misfit)
    argument = -b * np.exp(-core_constant) / length
    return float((-length * lambertw(argument, branch)).real)


A = prefactor(f)
h_c = thickness(f)
h_small = thickness(f, branch=0)

# Threshold from the energy change on adding one line to a wide film.
film_width = 1.0e6


def film_energy_density(strain_x, strain_y):
    strain = np.array([strain_x, strain_y])
    return 0.5 * strain @ film_stiffness @ strain


def energy_change(height):
    relaxed = film_energy_density(f - b_across / film_width, f)
    released = film_width * height * (relaxed - film_energy_density(f, f))
    return released + coefficient_numeric * (np.log(height / b) + 1)


h_energy = brentq(energy_change, 2.0, 100.0)
# One line in a finite width leaves a relative correction near 1e-5.
assert np.isclose(h_energy, h_c, rtol=1e-4)
assert energy_change(6.0) > 0 > energy_change(20.0)
assert round(h_c) == 12
assert h_small < b < h_c

# Fixed-point iteration, its error factor, and escape from the small root.
iterates = [10.0]
for _ in range(12):
    iterates.append(A * (np.log(iterates[-1] / b) + 1))
assert abs(iterates[-1] - h_c) < 1e-6
error_ratio = (iterates[8] - h_c) / (iterates[7] - h_c)
assert np.isclose(error_ratio, A / h_c, rtol=1e-3)
escaping = 1.01 * h_small
for _ in range(40):
    escaping = A * (np.log(escaping / b) + 1)
assert np.isclose(escaping, h_c, rtol=1e-9)

# Sensitivity to misfit and the largest misfit for which roots exist.
step = 1e-4
slope_numeric = (np.log(thickness(f * np.exp(step)))
                 - np.log(thickness(f * np.exp(-step)))) / (2 * step)
slope_formula = -1 / (1 - A / h_c)
assert np.isclose(slope_numeric, slope_formula, rtol=1e-6)
maximum = minimize_scalar(lambda h: -f * A * (np.log(h / b) + 1) / h,
                          bounds=(0.2, 2.0), method="bounded",
                          options={"xatol": 1e-10})
f_limit = f * A / b
assert np.isclose(maximum.x, b, rtol=1e-5)
assert np.isclose(-maximum.fun, f_limit, rtol=1e-9)

# Solve other core conventions and check them by bracketing.
core_results = []
for constant in (0.0, np.log(4)):
    root = thickness(f, constant)
    bracketed = brentq(lambda h: h - A * (np.log(h / b) + constant), A, 100)
    assert np.isclose(root, bracketed, rtol=1e-9)
    core_results.append(root)

bohr_nm = constants.physical_constants["Bohr radius"][0] * 1e9
print(f"misfit strain f = {100 * f:.2f} percent")
print(f"Burgers vector length b = {b:.3f} nm")
print(f"Poisson ratio nu = {nu:.2f} (dimensionless)")
print(f"cos(alpha) = {cos_alpha:.4f} (dimensionless)")
print(f"cos(lambda) = {cos_lambda:.4f} (dimensionless)")
print(f"normal edge part / b = {b_normal / b:.4f} (dimensionless)")
print(f"film stress / G = {stress_numeric:.6f} (dimensionless)")
print(f"K/(G b^2), formula = {line_coefficient / b**2:.6f} (dimensionless)")
print(f"K/(G b^2), quadrature = {coefficient_numeric / b**2:.6f} (dimensionless)")
print(f"1 - nu*cos(alpha)^2 = {1 - nu * cos_alpha**2:.4f} (dimensionless)")
print(f"prefactor A = {A:.4f} nm")
print(f"A/b = {A / b:.4f} (dimensionless)")
for index, value in enumerate(iterates[:8]):
    print(f"iterate {index} = {value:.4f} nm")
print(f"iteration error factor A/h_c = {A / h_c:.4f} (dimensionless)")
print(f"critical thickness h_c = {h_c:.4f} nm")
print(f"critical thickness h_c = {h_c / bohr_nm:.1f} bohr")
print(f"h_c/b = {h_c / b:.3f} (dimensionless)")
print(f"ln(h_c/b) + 1 = {np.log(h_c / b) + 1:.4f} (dimensionless)")
print(f"threshold from energy change = {h_energy:.4f} nm")
print(f"unphysical small root = {h_small:.4f} nm")
print(f"error factor at small root = {A / h_small:.2f} (dimensionless)")
for height in (6.0, h_c, 20.0):
    drive = stress_numeric * b_across * height / b**2
    resist = coefficient_numeric * (np.log(height / b) + 1) / b**2
    print(f"h = {height:.3f} nm: misfit force = {drive:.4f} G b^2")
    print(f"h = {height:.3f} nm: line resistance = {resist:.4f} G b^2")
print(f"d ln(h_c)/d ln(f) = {slope_numeric:.4f} (dimensionless)")
print(f"largest misfit with a root = {100 * f_limit:.3f} percent")
print(f"thickness for core constant 0 = {core_results[0]:.3f} nm")
print(f"core constant ln(4) = {np.log(4):.4f} (dimensionless)")
print(f"thickness for core constant ln(4) = {core_results[1]:.3f} nm")
print("all assertions hold")
```

Running it gives:

```
misfit strain f = 0.84 percent
Burgers vector length b = 0.384 nm
Poisson ratio nu = 0.28 (dimensionless)
cos(alpha) = 0.5000 (dimensionless)
cos(lambda) = 0.5000 (dimensionless)
normal edge part / b = 0.7071 (dimensionless)
film stress / G = 0.029867 (dimensionless)
K/(G b^2), formula = 0.102788 (dimensionless)
K/(G b^2), quadrature = 0.102788 (dimensionless)
1 - nu*cos(alpha)^2 = 0.9300 (dimensionless)
prefactor A = 2.6431 nm
A/b = 6.8831 (dimensionless)
iterate 0 = 10.0000 nm
iterate 1 = 11.2588 nm
iterate 2 = 11.5722 nm
iterate 3 = 11.6448 nm
iterate 4 = 11.6613 nm
iterate 5 = 11.6651 nm
iterate 6 = 11.6659 nm
iterate 7 = 11.6661 nm
iteration error factor A/h_c = 0.2266 (dimensionless)
critical thickness h_c = 11.6662 nm
critical thickness h_c = 220.5 bohr
h_c/b = 30.381 (dimensionless)
ln(h_c/b) + 1 = 4.4138 (dimensionless)
threshold from energy change = 11.6663 nm
unphysical small root = 0.1495 nm
error factor at small root = 17.68 (dimensionless)
h = 6.000 nm: misfit force = 0.2333 G b^2
h = 6.000 nm: line resistance = 0.3853 G b^2
h = 11.666 nm: misfit force = 0.4537 G b^2
h = 11.666 nm: line resistance = 0.4537 G b^2
h = 20.000 nm: misfit force = 0.7778 G b^2
h = 20.000 nm: line resistance = 0.5091 G b^2
d ln(h_c)/d ln(f) = -1.2929 (dimensionless)
largest misfit with a root = 5.782 percent
thickness for core constant 0 = 8.039 nm
core constant ln(4) = 1.3863 (dimensionless)
thickness for core constant ln(4) = 12.967 nm
all assertions hold
```
